\section*{CCSD on a transcorrelated Hamiltonian with the xTC three-body truncation}

\section{The decision}

A transcorrelated calculation produces a three-electron operator whose integrals carry six indices, and two-electron integrals that change when bra and ket are exchanged. Before running coupled cluster one must decide whether to store the six-index array, discard it, or keep part of it, and which lines of a CCSD code survive the lost symmetry. For beryllium in cc-pVDZ, discarding the array moves the CCSD energy by $0.575$ mE$_h$, keeping its contractions with the reference (the xTC scheme) leaves an error of the order of $0.001$ mE$_h$ at the FCI level, and reading one integral block from its mirror image costs $1.211$ mE$_h$, a figure that grows by more than an order of magnitude once the basis holds core-correlating functions.

Atomic units and real orbitals are used. Indices $i$--$n$ label orbitals occupied in the reference determinant $\Phi$, $a$--$f$ virtual ones, $p$--$u$ any; repeated indices are summed. In $V^{pq}_{rs}=\langle pq|V|rs\rangle$ the upper indices are the bra.

\section{The transcorrelated operator}

Let $\tau=\sum_{i<j}u(r_{ij})$ over electron pairs and $\tilde H=e^{-\tau}He^{\tau}$. The potential commutes with $\tau$. For the kinetic energy the product rule, applied twice, gives $e^{-\tau}\nabla_i^2(e^\tau f)=\nabla_i^2f+2\nabla_i\tau\cdot\nabla_if+[\nabla_i^2\tau+(\nabla_i\tau)^2]f$, so
\begin{equation}
\tilde H=H-\sum_i\big[\tfrac12\nabla_i^2\tau+\nabla_i\tau\cdot\nabla_i\big]-\tfrac12\sum_i(\nabla_i\tau)^2 .
\label{ht}
\end{equation}
With $\nabla_i\tau=\sum_{j\ne i}\nabla_iu_{ij}$, the square splits into terms $(\nabla_iu_{ij})^2=u'^2$ and cross terms with $j\neq k$, each occurring twice. Using $\nabla_1u=-\nabla_2u=u'\hat{\mathbf r}_{12}$ and $\nabla_1^2u=u''+2u'/r$, and collecting both electrons of each pair, $\tilde H=H-\sum_{i<j}K_{ij}-\sum_{i<j<k}L_{ijk}$ with
\begin{align}
K_{12}&=u''+2u'/r+u'^2+u'\hat{\mathbf r}_{12}\cdot(\nabla_1-\nabla_2),\\
L_{123}&=\nabla_1u_{12}\cdot\nabla_1u_{13}+\nabla_2u_{21}\cdot\nabla_2u_{23}+\nabla_3u_{31}\cdot\nabla_3u_{32}.
\end{align}
This was tested on the kinetic part for three electrons and a Gaussian $f$ at one random point: finite differences give $1.374175992$ E$_h$, and $3.117860111-1.738785495-0.004898623=1.374175993$ E$_h$.

The choice here is $u'=\tfrac12\,\mathrm{erfc}(\mu r)$, so $u''=-\mu e^{-\mu^2r^2}/\sqrt\pi$. The scalar pair potential $1/r-u''-2u'/r-u'^2$ becomes $\mathrm{erf}(\mu r)/r+\mu e^{-\mu^2r^2}/\sqrt\pi-\mathrm{erfc}^2(\mu r)/4$, which tends to $2\mu/\sqrt\pi+\mu/\sqrt\pi-\tfrac14$ at $r=0$, or $1.442569$ E$_h$ for $\mu=1$ bohr$^{-1}$. The Coulomb singularity is gone. For $\mu\to\infty$, $u'$ vanishes at every $r>0$ and $\tilde H\to H$.

Define $\rho_{pr}=\phi_p\phi_r$ and $\mathbf W_{qs}(\mathbf r_1)=\int\nabla_1u(r_{12})\rho_{qs}(\mathbf r_2)\,d^3r_2$. The electron-1 part of $K$ linear in $u$ is $\tfrac12\nabla_1^2u+\nabla_1u\cdot\nabla_1$. Integration by parts turns $\tfrac12\int\rho_{pr}\nabla\cdot\mathbf W_{qs}$ into $-\tfrac12\int(\phi_p\nabla\phi_r+\phi_r\nabla\phi_p)\cdot\mathbf W_{qs}$; adding $\int\phi_p\nabla\phi_r\cdot\mathbf W_{qs}$ gives $K^{pq}_{rs}=\langle pq|u'^2|rs\rangle+A^{pq}_{rs}$ with
\begin{equation}
A^{pq}_{rs}=\tfrac12\int(\phi_p\nabla\phi_r-\phi_r\nabla\phi_p)\cdot\mathbf W_{qs}\,d^3r+(pr\leftrightarrow qs).
\end{equation}
Exchanging bra and ket flips the bracket and leaves $\mathbf W$ alone, so $A^{rs}_{pq}=-A^{pq}_{rs}$, while $A^{qp}_{sr}=A^{pq}_{rs}$ holds. The three-body integrals
\begin{equation}
L^{pqr}_{stu}=\int\big[\rho_{ps}\mathbf W_{qt}\cdot\mathbf W_{ru}+\rho_{qt}\mathbf W_{ps}\cdot\mathbf W_{ru}+\rho_{ru}\mathbf W_{ps}\cdot\mathbf W_{qt}\big]d^3r
\label{lint}
\end{equation}
are symmetric within each pair, so $A$ is the sole source of asymmetry.

\section{Two small cases by hand}

\subsection{A diagonal three-body term}

Take $H_3=-\ell\,n_in_jn_k$ with three occupied spin orbitals. Each number operator is its reference value plus a fluctuation, $n_i=1+\nu_i$ with $\nu_i=-a_ia_i^\dagger$, and $\nu_i\Phi=0$. Normal order with respect to $\Phi$ is the expansion in the $\nu$. Dropping the product of three and returning to the $n$,
\begin{equation}
H_3+\ell\,(n_i-1)(n_j-1)(n_k-1)=-\ell(n_in_j+n_in_k+n_jn_k)+\ell(n_i+n_j+n_k)-\ell .
\end{equation}
The retained operator has a two-body part $-\ell$, a one-body part $+\ell$ and a constant $-\ell$. On $\Phi$ it gives $-3\ell+3\ell-\ell=-\ell$, the value of $H_3$, whereas deleting $H_3$ gives zero.

Now take $H_3=-\ell\,n_in_an_b=-\ell\,n_an_b-\ell\,\nu_in_an_b$ in a two-electron system. $H_3$ vanishes on every two-electron state, but the retained part $-\ell\,n_an_b$ gives $-\ell$ on the double excitation to $a,b$. The truncation pretends that orbital $i$ is still filled, so it introduces an error even where the three-body operator does nothing.

\subsection{One amplitude, unsymmetric matrix}

Take the space of $\Phi$ and one double excitation $\Phi_D$, with $T\Phi=t\Phi_D$ and $T\Phi_D=0$, hence $e^{\pm T}=1\pm T$. Then $H(\Phi+t\Phi_D)=(H_{00}+H_{0D}t)\Phi+(H_{D0}+H_{DD}t)\Phi_D$, and applying $1-T$ subtracts $t(H_{00}+H_{0D}t)\Phi_D$. With $\Delta=H_{DD}-H_{00}>0$,
\begin{equation}
E=H_{00}+H_{0D}t,\qquad 0=H_{D0}+\Delta\,t-H_{0D}t^2 .
\end{equation}
The amplitude is driven by $H_{D0}$; the energy and the quadratic term use $H_{0D}$. Multiplying the second equation by $H_{0D}$ and setting $x=H_{0D}t$ gives $x^2-\Delta x-H_{0D}H_{D0}=0$, so $x=\Delta/2-\sqrt{\Delta^2/4+H_{0D}H_{D0}}$, the lower eigenvalue measured from $H_{00}$. Write $H_{0D}=s+\alpha$ and $H_{D0}=s-\alpha$. To second order in the coupling $x=-(s^2-\alpha^2)/\Delta$. A code that copies $H_{0D}$ into the driver finds $-(s+\alpha)^2/\Delta$, shifted by $-2\alpha(s+\alpha)/\Delta$, which is negative when $|H_{0D}|>|H_{D0}|$. If $\alpha^2>s^2+\Delta^2/4$ the root is complex and no real amplitude exists.

\section{Normal ordering in general}

In spin orbitals $H_3=-\tfrac1{36}\bar L^{pqr}_{stu}\,a_p^\dagger a_q^\dagger a_r^\dagger a_ua_ta_s$, with $\bar L$ the signed sum of $L$ over the six ket permutations. Wick's theorem uses the contraction $\langle\Phi|a_r^\dagger a_u|\Phi\rangle=\delta_{ru}$ for occupied $r$. The antisymmetry of $\bar L$ cancels the sign of any reordering, so all contraction patterns of one order equal the nested one ($r$ with $u$, then $q$ with $t$, then $p$ with $s$), whose sign is $+$. There are $3\cdot3=9$ single, $3\cdot3\cdot2=18$ double and $6$ triple patterns:
\begin{equation}
H_3=D-\tfrac14\Lambda^{pq}_{rs}\{a_p^\dagger a_q^\dagger a_sa_r\}-\Lambda^p_q\{a_p^\dagger a_q\}-\Lambda_0,
\end{equation}
with $\Lambda^{pq}_{rs}=\bar L^{pqi}_{rsi}$, $\Lambda^p_q=\tfrac12\bar L^{pij}_{qij}$, $\Lambda_0=\tfrac16\bar L^{ijk}_{ijk}$, and $D$ the uncontracted term. The xTC Hamiltonian is $\tilde H-D$.

To pass the retained part on as ordinary integrals, write it as $\Delta E+\Delta h^p_qa_p^\dagger a_q+\tfrac14\Delta\bar V^{pq}_{rs}a_p^\dagger a_q^\dagger a_sa_r$. The same counting ($4$ single and $2$ double patterns, prefactor $\tfrac14$) gives its normal-ordered one-body part $\Delta h^p_q+\Delta\bar V^{pj}_{qj}$ and constant $\Delta E+\Delta h^i_i+\tfrac12\Delta\bar V^{ij}_{ij}$. From the definitions, $\Lambda^{pj}_{qj}=2\Lambda^p_q$ and $\Lambda^i_i=\tfrac12\Lambda^{ij}_{ij}=3\Lambda_0$. Matching gives $\Delta\bar V=-\Lambda$, then $\Delta h^p_q-2\Lambda^p_q=-\Lambda^p_q$, then $\Delta E+3\Lambda_0-3\Lambda_0=-\Lambda_0$:
\begin{equation}
\Delta h^p_q=+\Lambda^p_q=-\tfrac12\Delta\bar V^{pj}_{qj},\qquad \Delta E=-\Lambda_0=-\tfrac13\Delta h^i_i ,
\end{equation}
with the alternating signs of the diagonal case.

Each string in $D$ has $c$ quasi-particle creators ($a_a^\dagger$, $a_i$) to the left of $d$ annihilators, $c+d=6$. A state of excitation rank $m$ holds $2m$ quasi-particles, so a nonzero element $\langle n|D|m\rangle$ needs $d\le2m$ and $c\le2n$, hence $n+m\ge3$. This was tested with an explicit four-electron wave-function tensor and the full $L$: the blocks with $n+m\le2$ are below $10^{-17}$ E$_h$, while those with $(n,m)=(3,0),(2,1),(1,2)$ have norms $4.6\times10^{-5}$, $8.8\times10^{-5}$ and $2.0\times10^{-5}$ E$_h$ on random normalized kets. In CCSD, $D$ would enter the doubles equation through the components of $e^T\Phi$ of rank one and higher, the singles equation through rank two and higher, and the energy through the rank-three component $(T_1T_2+T_1^3/6)\Phi$.

For a closed shell, the six ket permutations of $(r,s,i)$ group as $\bar L^{pqi}_{rsi}=[L^{pqi}_{rsi}-L^{pqi}_{ris}-L^{pqi}_{isr}]-(r\leftrightarrow s)$. The first term leaves the spin of $i$ free (factor 2); in the others it is tied to an external spin (factor 1). In spatial orbitals
\begin{align}
\Delta V^{pq}_{rs}&=-\big(2L^{pqi}_{rsi}-L^{pqi}_{ris}-L^{pqi}_{isr}\big),\\
\Delta h^p_q&=-\tfrac12\big(2\Delta V^{pj}_{qj}-\Delta V^{pj}_{jq}\big),\qquad\Delta E=-\tfrac23\Delta h^i_i .
\end{align}
Insert Eq.~(\ref{lint}) and do the sum over $i$ at each grid point. With $\bar\rho=2\rho_{ii}$ and $\bar{\mathbf W}=2\mathbf W_{ii}$, the first term is $\int[\rho_{pr}\mathbf W_{qs}\cdot\bar{\mathbf W}+\rho_{qs}\mathbf W_{pr}\cdot\bar{\mathbf W}+\bar\rho\,\mathbf W_{pr}\cdot\mathbf W_{qs}]$. The second has pairs $(pr),(qi),(is)$ and equals $\int[\rho_{pr}Z_{qs}+\mathbf W_{pr}\cdot\mathbf Y_{qs}]$, with $Z_{qs}=\mathbf W_{qi}\cdot\mathbf W_{is}$ and $\mathbf Y_{qs}=\rho_{qi}\mathbf W_{is}+\rho_{is}\mathbf W_{qi}$. The third is the second with the electrons exchanged. Therefore $\Delta V^{pq}_{rs}=-(S_{pr,qs}+S_{qs,pr})$ with
\begin{equation}
S_{pr,qs}=\int\big[\rho_{pr}(\mathbf W_{qs}\cdot\bar{\mathbf W}-Z_{qs})+\mathbf W_{pr}\cdot(\tfrac12\bar\rho\,\mathbf W_{qs}-\mathbf Y_{qs})\big]d^3r .
\label{s}
\end{equation}
For $M$ orbitals and $N_g$ grid points this costs $N_gM^4$ operations against $N_gM^6$ for $L$. It was tested against the contraction of the stored $L$, along with the bra-ket symmetry of $\Delta V$.

\section{CCSD without bra-ket symmetry}

Let $H_x$ have integrals $h+\Delta h$ and $V-K+\Delta V$. CCSD sets the single and double components of $e^{-T}H_xe^T\Phi$ to zero and reads the energy from the $\Phi$ component, which nowhere uses $H_x^\dagger$. Since $T_1$ and $T_2$ commute, $T_1$ can be absorbed first. It is the sum over electrons of a one-particle matrix $t$ with entries $t_i^a$ in the virtual-occupied block, and $t^2=0$, so $\hat H=e^{-T_1}H_xe^{T_1}$ has $\hat h=(1-t)\,(h+\Delta h)\,(1+t)$, and two-electron integrals with $1-t$ on each bra index and $1+t$ on each ket index. Electron exchange symmetry survives. Let $\langle pq\|rs\rangle$ be the antisymmetrized integrals of $\hat H$ and $f_{pq}=\hat h_{pq}+\langle pi\|qi\rangle$.

With $T_2=\tfrac14t_{ij}^{ab}a_a^\dagger a_b^\dagger a_ja_i$, expand $e^{-T_2}\hat He^{T_2}$ in nested commutators. $T_2$ holds quasi-particle creators alone, so a commutator cancels every term in which that $T_2$ is not contracted with $\hat H$. A block of $\hat H$ that changes the rank by $\delta\ge-2$, with $k$ factors $T_2$, reaches rank $\delta+2k$, so $k\le2$. Anticommuting annihilators into $T_2$ and using the antisymmetry of $t_{ij}^{ab}$ gives the contracted parts
\begin{align}
a_fa_e\,T_2&\to\tfrac12t_{ij}^{ef}a_ja_i,& a_m^\dagger a_n^\dagger\,T_2&\to\tfrac12t_{mn}^{ab}a_a^\dagger a_b^\dagger,\nonumber\\
a_m^\dagger a_e\,T_2&\to t_{im}^{ae}a_a^\dagger a_i,& a_k^\dagger a_da_c\,T_2&\to t_{ik}^{cd}a_i,\nonumber\\
a_k^\dagger a_l^\dagger a_c\,T_2&\to-t_{kl}^{ac}a_a^\dagger .
\label{rules}
\end{align}
The first two have two equal pairings each ($\tfrac14\cdot2$). For the third, $a_a^\dagger a_b^\dagger a_ja_i=a_a^\dagger a_i\,a_b^\dagger a_j$, and the four ways of removing a particle and a hole are equal. The fourth applies $a_k^\dagger a_ja_i\to\delta_{kj}a_i-\delta_{ki}a_j$ to the first. The fifth applies $a_ca_a^\dagger a_b^\dagger\to\delta_{ca}a_b^\dagger-\delta_{cb}a_a^\dagger$ to the second.

\emph{Energy.} The block $G=\tfrac14\langle mn\|ef\rangle a_m^\dagger a_n^\dagger a_fa_e$ fully contracted gives $\tfrac14\langle mn\|ef\rangle t_{mn}^{ef}$, so $E=\Delta E+\hat h_{ii}+\tfrac12\langle ij\|ij\rangle+\tfrac14\langle ij\|ab\rangle t_{ij}^{ab}$.

\emph{Singles.} Here $k=0,\delta=1$ or $k=1,\delta=-1$. The $\delta=-1$ blocks are $f_{kc}a_k^\dagger a_c$, $\tfrac12\langle ak\|cd\rangle a_a^\dagger a_k^\dagger a_da_c$ and $\tfrac12\langle kl\|ic\rangle\{a_k^\dagger a_l^\dagger a_ca_i\}=-\tfrac12\langle kl\|ic\rangle a_i\,a_k^\dagger a_l^\dagger a_c$, each $\tfrac12$ being two equal terms of $\tfrac14$. Rules three to five, with $a_ia_a^\dagger=-a_a^\dagger a_i$ in the last, give the coefficient of $a_a^\dagger a_i\Phi$:
\begin{equation}
R_i^a=f_{ai}+f_{kc}t_{ik}^{ac}+\tfrac12\langle ak\|cd\rangle t_{ik}^{cd}-\tfrac12\langle kl\|ic\rangle t_{kl}^{ac}.
\end{equation}

\emph{Doubles, linear.} The state is written $\tfrac14R_{ij}^{ab}a_a^\dagger a_b^\dagger a_ja_i\Phi$, and $P(ab)X_{ab}=X_{ab}-X_{ba}$. The operator $f_{be}a_b^\dagger a_e$ replaces either particle; $f_{mj}\{a_m^\dagger a_j\}=-f_{mj}a_ja_m^\dagger$ replaces either hole with a minus sign; the four-virtual and four-occupied blocks use rules one and two; the mixed block, four equal terms of $\tfrac14$, is $\langle mb\|ej\rangle(a_b^\dagger a_j)(a_m^\dagger a_e)$ and uses rule three, and its coefficient is antisymmetrized by $\tfrac14P(ij)P(ab)$. The result has the form
\begin{align}
R_{ij}^{ab}={}&\langle ab\|ij\rangle+P(ab)\,t_{ij}^{ae}F_{be}-P(ij)\,t_{im}^{ab}F_{mj}+\tfrac12t_{mn}^{ab}W_{mnij}\nonumber\\
&+\tfrac12\langle ab\|ef\rangle t_{ij}^{ef}+P(ij)P(ab)\,t_{im}^{ae}W_{mbej},
\end{align}
with $F=f$ and $W=\langle\ \|\ \rangle$ at linear order.

\emph{Doubles, quadratic.} In $\tfrac12[[G,T_2],T_2]$ the four operators of $G$ are shared between the two $T_2$ as $3+1$, $1+3$ or $2+2$. The first two are equal and cancel the $\tfrac12$, so the triply contracted $GT_2$ adds to $f$ with weight one and the doubly contracted $GT_2$ adds to the integrals with weight $\tfrac12$. Leaving $a_e$ (two choices), $a_m^\dagger a_n^\dagger a_fa_e=-a_e\,a_m^\dagger a_n^\dagger a_f$ and rule five give $\tfrac12\langle mn\|ef\rangle t_{mn}^{bf}\{a_ea_b^\dagger\}$, and $\{a_ea_b^\dagger\}=-a_b^\dagger a_e$. Leaving $a_m^\dagger$ uses rule four, and leaving $a_m^\dagger a_e$ (four choices) uses rule three. Leaving $a_m^\dagger a_n^\dagger$ or $a_fa_e$ adds $\tfrac14\langle mn\|ef\rangle t_{ij}^{ef}$ to $\langle mn\|ij\rangle$ or $\tfrac14t_{mn}^{ab}\langle mn\|ef\rangle$ to $\langle ab\|ef\rangle$; both give the same term in $R$ and are merged:
\begin{align}
F_{be}&=f_{be}-\tfrac12t_{mn}^{bf}\langle mn\|ef\rangle,& F_{mj}&=f_{mj}+\tfrac12t_{jn}^{ef}\langle mn\|ef\rangle,\nonumber\\
W_{mnij}&=\langle mn\|ij\rangle+\tfrac12\langle mn\|ef\rangle t_{ij}^{ef},& W_{mbej}&=\langle mb\|ej\rangle+\tfrac12\langle mn\|ef\rangle t_{jn}^{bf}.
\end{align}
These residuals were tested against $e^{-T}He^T\Phi$ built directly for four electrons, with random integrals having exchange symmetry alone and random spin-adapted amplitudes; the largest error is $7.5\times10^{-15}$ on entries up to $11$. With bare integrals the energy was tested against an independent CCSD code.

The algorithm is: build $\mathbf W$ on a grid; form $K$, Eq.~(\ref{s}), $\Delta h$ and $\Delta E$; store $V-K+\Delta V$ with exchange symmetry alone, keeping $\langle ab|ij\rangle$ apart from $\langle ij|ab\rangle$ and $f_{ai}$ apart from $f_{ia}$; then dress with $t$, evaluate $R$, and update $t_i^a$ by $R_i^a/(f_{ii}-f_{aa})$ and $t_{ij}^{ab}$ by $R_{ij}^{ab}/(f_{ii}+f_{jj}-f_{aa}-f_{bb})$, the step that cancels the diagonal contribution of $f$ to the linear term, with undressed $f$ in the denominators and DIIS extrapolation. The four-virtual term costs $o^2v^4$ per iteration for $o$ occupied and $v$ virtual orbitals.

\section{Beryllium}

All four electrons are correlated in cc-pVDZ (14 orbitals, RHF orbitals of the bare $H$), with the round choice $\mu=1$ bohr$^{-1}$; the numerical output follows the text. The quadrature (6360 outer points, inner integral by a Legendre expansion of the kernel) was tested against analytic integrals of $\mathrm{erfc}(\mu r)/r$ and of $\nabla^2u=\mathrm{erfc}(\mu r)/r-\tfrac\mu2\partial_\mu[\mathrm{erf}(\mu r)/r]$, with largest errors $1.7\times10^{-8}$ and $5.6\times10^{-8}$ E$_h$.

An antisymmetric $A$ has no expectation value in a real state, so $\langle\Phi|\tilde H|\Phi\rangle=-14.572338-0.063914-0.000505=-14.636757$ E$_h$, the terms being RHF, $\langle\sum u'^2\rangle$ and $\Lambda_0$. Brillouin's theorem is lost: $\max|f_{ai}|=0.03159$ and $\max|f_{ia}|=0.01964$ E$_h$. CCSD converges in 12 iterations to $-14.681259$ E$_h$ ($-399.497$ eV), $0.0405$ mE$_h$ above FCI for $H_x$.

Of the $0.575$ mE$_h$ shift on deleting $L$, $0.505$ is $\Lambda_0$ and $0.070$ is the change of the correlation energy, which enters through both the amplitudes and the integrals that multiply them. For the xTC error, let $l$ be the left eigenvector of $H_x$ and $r$ the right eigenvector of $\tilde H=H_x+D$. Then $\langle l|\tilde H|r\rangle$ equals both $\tilde E\langle l|r\rangle$ and $E_x\langle l|r\rangle+\langle l|D|r\rangle$, so $\tilde E-E_x=\langle l|D|r\rangle/\langle l|r\rangle$. The direct difference is $-0.0006$ mE$_h$ ($-0.015$ meV), and the rank-two part of $l$ supplies $-0.0005$. This is near the convergence limit of the eigensolver and the identity was checked only to a tolerance of that size, so it is an order of magnitude. The omitted energy term $\langle\Phi|De^T|\Phi\rangle$ is $0.000024$ mE$_h$. These errors refer to one light atom and one $\mu$; the rank rule does not remove elements of $D$ between doubly excited determinants, which can matter more when the weight of $\Phi$ (coefficient $0.9536$ here) is small. For Be$^{2+}$ in the same orbitals, CCSD equals diagonalization at $-13.66828164$ E$_h$, as tested, and xTC lies $0.012$ $\mu$E$_h$ higher, the two-electron defect found by hand.

The spatial blocks have norms $0.16576$ E$_h$ for $\langle ab|ij\rangle$ and $0.18637$ E$_h$ for $\langle ij|ab\rangle$. Copying the second into the first shifts CCSD by $-1.211$ mE$_h$, with the sign of the one-amplitude model; the norms carry no energy denominators and do not fix the size. The size is also specific to this basis: a second-order estimate without $L$ gives $-1.25$ mE$_h$ in cc-pVDZ and about $-93$ mE$_h$, almost all from the $1s^2$ pair, after one $s$ shell (exponent $1.8$ bohr$^{-2}$) and one $p$ shell ($5.0$ bohr$^{-2}$) are added. Transposing all integrals leaves the characteristic polynomial, hence FCI, unchanged ($-14.681300$ E$_h$ both ways, tested), but CCSD then approximates the other eigenvector and moves by $-0.0210$ mE$_h$. Here the transposed result is the closer one, $0.0195$ mE$_h$ above FCI, so agreement with FCI does not reveal an index transposition.

The comparison level is conventional CCSD in an even-tempered 12s6p4d basis, $-14.663740$ E$_h$, which omits $f$ and higher shells, triples, quadruples and relativity, and is not converged to the digits shown: two $f$ shells lower it by $0.55$ mE$_h$, perturbative triples by a further $0.61$ mE$_h$, and a denser $s$ set lowers the RHF energy by $0.33$ mE$_h$, so the differences below hold for this level only and are uncertain by more than $1$ mE$_h$ as basis-set errors. Relative to it, bare cc-pVDZ is $46.37$ mE$_h$ ($1.262$ eV) too high and xTC is $17.52$ mE$_h$ ($0.477$ eV) too low. The overshoot has a derivable mechanism. In Eq.~(\ref{ht}) the term linear in $\tau$ is $-\sum A=[H,\tau]$. Perturbation theory in $\tau$ on the FCI states $|k\rangle$ of the bare $H$ in the basis has no first-order term, and $A_{0k}A_{k0}=-A_{k0}^2$ makes the second-order sum positive:
\begin{equation}
\tilde E=E_0-\tfrac12\Big\langle\sum_i(\nabla_i\tau)^2\Big\rangle_0+\sum_{k\ne0}\frac{A_{k0}^2}{E_k-E_0}+O(\tau^4).
\end{equation}
Odd orders vanish because $\tau\to-\tau$ transposes the matrix. In a complete basis $\tilde E=E_0$, so the sum cancels the negative term; a finite basis keeps the negative term whole and sums over its own states alone. With $\Phi$ as an estimate of the ground state the negative term is $-(63.914+0.505)=-64.419$ mE$_h$, and the FCI shift is $-14.681300+14.617410=-63.890$ mE$_h$. The positive sum, the change from $\Phi$ to the FCI state and higher orders together return about $0.5$ mE$_h$, and $46.37-63.89=-17.52$ mE$_h$. The overshoot depends strongly on the basis. Adding the tight $s$ and $p$ shells named above raises the positive sum for Be$^{2+}$ from $0.96$ to $39.4$ mE$_h$ and its transcorrelated energy by $8.15$ mE$_h$, and raises the energy of Be without $L$ by about $10$ mE$_h$, so core-correlating functions are a large part of what is missing. The energy of $\tilde H$ in a finite basis is no upper bound, and at this $\mu$ the deviation of xTC from the comparison level exceeds the xTC and CCSD truncation errors by more than two orders of magnitude.

\section*{Computed results}
\begin{verbatim}
Be cc-pVDZ: orbitals 14, mu = 1.00 1/bohr, outer grid 53 x 120 = 6360 points
FD test: direct 1.374175992, T 3.117860111, K 1.738785495, L 0.004898623 Eh
scalar pair potential at coalescence = 1.442569 Eh
max quadrature error: erfc/r 1.7e-08 Eh, K 5.6e-08 Eh
random-H residual test: max error 7.5e-15, scale 1.1e+01
max|A| = 0.03738, max|dV| = 0.00150, max|dh| = 0.00152 Eh
norm vvoo: bare 0.17744, xTC 0.16576; xTC oovv 0.18637 Eh
max|f_ai| = 0.03159, max|f_ia| = 0.01964 Eh
norm of D|rank 0> in ranks 0-4 (Eh): 7.4e-18 2.5e-18 7.6e-19 4.6e-05 0.0e+00
norm of D|rank 1> in ranks 0-4 (Eh): 1.1e-19 6.4e-18 8.8e-05 1.0e-04 2.2e-05
norm of D|rank 2> in ranks 0-4 (Eh): 2.0e-20 2.0e-05 5.0e-04 1.6e-04 1.0e-04
E(RHF) = -14.572338 Eh, <sum u'^2> = 0.063914 Eh, Lambda0 = 0.000505 Eh
<0|Ht|0> = -14.636757 Eh
CCSD bare H      = -14.617369 Eh, |t1| 0.0231, |t2| 0.3182
CCSD xTC         = -14.681259 Eh = -399.497 eV, |t1| 0.0241, |t2| 0.3138, 12 iterations
CCSD L dropped   = -14.680684 Eh, shift 0.575 mEh
CCSD vvoo mirrored = -14.682470 Eh, shift -1.211 mEh
CCSD transposed  = -14.681280 Eh, shift -0.0210 mEh
FCI bare H = -14.617410 Eh, |c0| 0.9524
FCI xTC    = -14.681300 Eh, |c0| 0.9536; transposed -14.681300 Eh
FCI full L = -14.681300 Eh
CCSD-FCI: bare 0.0405, xTC 0.0405, transposed 0.0195 mEh
FCI full L - FCI xTC = -0.0006 mEh = -0.015 meV
  by bra rank 0-4 (mEh): -0.0000 0.0000 -0.0005 -0.0000 -0.0000
<0|D exp(T)|0> at xTC amplitudes = 0.000024 mEh
Be2+: CCSD TC -13.66828164, FCI TC -13.66828164, FCI xTC -13.66828163 Eh, gap 0.012 uEh
large basis (l, count, first exponent 1/bohr^2, ratio): [(0, 12, 0.04, 2.8), (1, 6, 0.08, 3.0), (2, 4, 0.25, 4.0)]
large basis: 50 orbitals, RHF -14.572673 Eh, CCSD -14.663740 Eh
DZ minus large CCSD: bare 46.37 mEh = 1.262 eV
DZ minus large CCSD: xTC -17.52 mEh = -0.477 eV
\end{verbatim}
